# Steady Flux and Time Lag of a Reversed Organic-Inorganic Bilayer

## 1. The situation

A display must be kept dry. Its barrier may be a thin inorganic oxide, grown by atomic layer deposition, joined to a thicker organic-inorganic hybrid, grown by molecular layer deposition. The oxide passes water slowly and holds little of it; the hybrid passes it more easily and holds much more. Should the hybrid face the humid air or the device?

In a permeation test, the dry film is exposed to vapour on one side and the water leaving the other side is counted. Two numbers are read off: the steady flux and a time lag, which measures how late that flux sets in. A hybrid facing the vapour fills with water, while one behind the oxide stays nearly dry, so one might expect different lags. For linear diffusion and sorption they are equal.

## 2. Model and conventions

Let $x$ run from the entry face, $x=0$, to the exit face, $x=l$. Layer $i=1,2$, counted from the entry, has thickness $l_i$, diffusivity $D_i$ and sorption coefficient $S_i$, all constant. The concentration is $c=S_i\,p$ (Henry's law), where $p$ is the vapour pressure that would be in equilibrium with the film at that point. With the permeability $P_i=D_iS_i$, the flux toward the exit is

$$
j=-D_i\frac{\partial c}{\partial x}=-P_i\frac{\partial p}{\partial x}.
$$

At the joint, $p$ and $j$ are continuous, whereas $c$ jumps if $S_1\neq S_2$. Conservation of water gives

$$
S\,\frac{\partial p}{\partial t}=\frac{\partial}{\partial x}\left(P\,\frac{\partial p}{\partial x}\right). \tag{1}
$$

The film starts empty. From $t=0$ the entry face is held at $p_0$ and the exit face at zero.

Reversal means turning the film over at the same $p_0$ and temperature. Holding the concentration just inside the entry face fixed would be another comparison: $p_0$ would then be that concentration divided by the $S$ of the first layer, and the flux would change on reversal whenever $S_1\ne S_2$.

Define for each layer

$$
R_i=\frac{l_i}{P_i},\qquad K_i=S_il_i,\qquad \tau_i=R_iK_i=\frac{l_i^2}{D_i},\qquad R=R_1+R_2 .
$$

These are a resistance, a capacity per unit area and a diffusion time. No atomic constant enters, so the algebra reads the same in atomic units as in any consistent set.

## 3. Steady flux

In the steady state $j=J$ throughout. The pressure drops are $JR_1$ and $JR_2$, and they add up to $p_0$:

$$
J=\frac{p_0}{R_1+R_2}. \tag{2}
$$

The sum does not depend on the order of the layers.

## 4. An identity for the water that has left

Let $h(x)$ be the resistance between the entry face and $x$, divided by $R$. Then

$$
h(0)=0,\qquad h(l)=1,\qquad P\,\frac{dh}{dx}=\frac1R .
$$

The steady pressure is $p_{\rm s}=p_0-JRh=p_0(1-h)$.

Multiply (1) by $h$ and integrate over the film. Since $h$, $p$ and $j$ are continuous at the joint, integration by parts leaves no term there:

$$
\frac{d}{dt}\int_0^l S\,p\,h\,dx
=\left[h\,P\frac{\partial p}{\partial x}\right]_0^l-\int_0^l P\frac{dh}{dx}\frac{\partial p}{\partial x}\,dx .
$$

In the first term the entry face drops out because $h(0)=0$; the exit face gives $-J_{\rm out}(t)$, where $J_{\rm out}$ is the flux leaving the film. In the second, $P\,dh/dx=1/R$ comes out of the integral:

$$
-\frac1R\int_0^l\frac{\partial p}{\partial x}dx=-\frac{0-p_0}{R}=J .
$$

Hence the right side is $J-J_{\rm out}(t)$. Integrating from the empty start, the amount that has left per unit area is

$$
Q_{\rm out}(t)=Jt-\int_0^l S\,p(x,t)\,h\,dx . \tag{3}
$$

The weight $h$ has a direct meaning. Put a content $q(x)$ into the film and hold both faces at zero pressure. The same steps with $p_0=0$ give $Q_{\rm out}(\infty)=\int q\,h\,dx$. Thus $h(x)$ is the fraction of the water placed at $x$ that finally leaves through the exit face. Call it the exit weight.

## 5. The time lag and its invariance

The difference $v=p-p_{\rm s}$ obeys (1) and vanishes at both faces. Multiplying its equation by $v$ and integrating gives

$$
\frac{d}{dt}\int_0^l\frac{S v^2}{2}dx=-\int_0^l P\left(\frac{\partial v}{\partial x}\right)^2dx ,
$$

so $v$ decays to zero. At late times (3) becomes the straight line $Q_{\rm out}=J(t-L)$. Its intercept on the time axis is the time lag,

$$
L=\frac1J\int_0^l S\,p_0(1-h)h\,dx=R\int_0^l S\,h(1-h)\,dx , \tag{4}
$$

where $p_0/J=R$ was used.

Now turn the film over. The resistance from the new entry face to a given material point is what used to lie between that point and the exit, namely $R(1-h)$. The new exit weight is therefore $1-h$. The product $h(1-h)$ and the local $S$ are unchanged, and so is $L$. The argument did not use the number of layers; it also covers a film with graded $S(x)$ and $P(x)$.

For the bilayer, put $u=x/l_1$ in layer 1, so that $h=R_1u/R$ and $S\,dx=K_1\,du$. Its share of the lag is

$$
RK_1\int_0^1\frac{R_1u}{R}\left(1-\frac{R_1u}{R}\right)du
=\tau_1\left(\frac12-\frac{R_1}{3R}\right)
=\frac{\tau_1}{R}\left(\frac{R_1}{6}+\frac{R_2}{2}\right).
$$

The last step uses $R/2-R_1/3=R_1/6+R_2/2$. In layer 2, measure $u$ from the exit face in units of $l_2$. Then $1-h=R_2u/R$, and the same integral appears with the labels exchanged. Together,

$$
L=\frac{\tau_1\left(R_1/6+R_2/2\right)+\tau_2\left(R_2/6+R_1/2\right)}{R_1+R_2}. \tag{5}
$$

**Uniform film.** With equal $D$ and equal $S$, $R_i$ is proportional to $l_i$, and

$$
L=\frac{l_1^3+3l_1^2l_2+3l_1l_2^2+l_2^3}{6D(l_1+l_2)}=\frac{l^2}{6D}.
$$

**One resistive layer.** If $R_1\gg R_2$ at fixed diffusion times, $L\to\tau_1/6+\tau_2/2$. The permeable layer contributes $\tau_2/2$, three times its lag $\tau_2/6$ when alone. Lags of separate layers therefore do not simply add.

## 6. The whole outlet curve

The Laplace transform, marked by a hat, turns (1) for an empty film into $sS\hat p=P\,d^2\hat p/dx^2$. Let $y$ be the distance back from the right face of a layer, where the pressure is $\hat p_r$ and the flux $\hat j_r$. With $k=\sqrt{s/D}$,

$$
\hat p(y)=\hat p_r\cosh ky+\frac{\hat j_r}{Pk}\sinh ky .
$$

This has the right flux at $y=0$, because $\hat j=+P\,d\hat p/dy$. At the left face set $a=kl_i=\sqrt{s\tau_i}$ and $1/(Pk)=R_i/a$. Pressure and flux there are

$$
\hat p_l=\hat p_r\cosh a+\hat j_r\frac{R_i\sinh a}{a},\qquad
\hat j_l=\hat p_r\frac{a\sinh a}{R_i}+\hat j_r\cosh a .
$$

Begin at the exit, where $\hat p_r=0$ and $\hat j_r=\hat J_{\rm out}$. At the joint the pressure is $\hat J_{\rm out}R_2\sinh a_2/a_2$ and the flux $\hat J_{\rm out}\cosh a_2$. Carry these through layer 1 and set the entry pressure to $p_0/s$:

$$
\hat J_{\rm out}=\frac{p_0}{sB},\qquad
B=\cosh a_1\,\frac{R_2\sinh a_2}{a_2}+\cosh a_2\,\frac{R_1\sinh a_1}{a_1}. \tag{6}
$$

Exchanging the labels exchanges the two terms of $B$. The entire outlet flux curve is therefore unchanged by reversal, so in this model no measurement of the outlet flux can tell which layer faces the vapour.

For small $s$, $\cosh a_i=1+s\tau_i/2+\dots$ and $\sinh a_i/a_i=1+s\tau_i/6+\dots$, so that

$$
B=R_1+R_2+s\left[R_2\left(\frac{\tau_1}{2}+\frac{\tau_2}{6}\right)+R_1\left(\frac{\tau_1}{6}+\frac{\tau_2}{2}\right)\right]+\dots=R(1+sL+\dots),
$$

with $L$ from (5). Then $\hat Q_{\rm out}=\hat J_{\rm out}/s=J/s^2-JL/s+\dots$, which is the transform of the late line $J(t-L)$.

## 7. What reversal does change

The steady content per unit area is $M=\int S\,p_0(1-h)\,dx$. The mean of $1-h$ is $(R_1/2+R_2)/R$ in layer 1 and $R_2/(2R)$ in layer 2, so

$$
M_{12}=\frac{p_0}{R}\left[K_1\left(\frac{R_1}{2}+R_2\right)+\frac{K_2R_2}{2}\right]. \tag{7}
$$

Exchange the labels to get $M_{21}$ and subtract. The terms in $K_1R_1$ and $K_2R_2$ cancel:

$$
M_{21}-M_{12}=\frac{p_0}{R}\left(K_2R_1-K_1R_2\right).
$$

At late times the amount taken in at the entry is $Q_{\rm out}+M$. An inlet measurement does distinguish the two orders, unless $K_1/R_1=K_2/R_2$, that is, $D_1S_1^2=D_2S_2^2$.

## 8. A moisture barrier in numbers

Take 25 nm of oxide and 100 nm of hybrid at 311 K and 40 Torr of water vapour. The diffusivities are $1.0\times10^{-16}$ and $1.0\times10^{-14}$ cm²/s. The contents at equilibrium with $p_0$ are 0.1 and 1.0 molecules/nm³, so $S=0.0025$ and $0.0250$ molecules/(nm³ Torr). These are round, rough values.

With $1\ \text{cm}^2=10^{14}\ \text{nm}^2$, the resistances in Torr nm² s/molecule are

$$
R_{\rm ox}=\frac{25}{0.01\times0.0025}=10^6,\qquad
R_{\rm hy}=\frac{100}{1\times0.025}=4000 .
$$

The flux is $40/(1.004\times10^6)=3.984\times10^{-5}$ molecules/(nm² s), or $1.03\times10^{-4}$ g/(m² day).

The diffusion times are $25^2/0.01=62\,500$ s and $100^2/1=10\,000$ s. Equation (5) gives the shares

$$
L_{\rm ox}=62\,500\times\frac{166\,667+2000}{1\,004\,000}=10\,500\ \text{s},\quad
L_{\rm hy}=10\,000\times\frac{667+500\,000}{1\,004\,000}=4987\ \text{s}.
$$

Before rounding, their sum is $L=15\,486$ s, or 4.30 h. The layers alone would have lags of 10 417 s and 1667 s.

Direct integration of (1), with 40 cells per layer, gives 15 490 s in both orders, within 0.03 % of the formula. At half, one and two lags the outlet flux is 0.122, 0.591 and 0.953 of its steady value, again in both orders; numerical inversion of (6) gives the same three figures.

The steady water content, however, is 101.05 molecules/nm² with the hybrid toward the vapour and 1.45 molecules/nm² with it toward the device. In the first order the hybrid is filled on average to 0.9980 of equilibrium with $p_0$, but its mean exit weight is 0.0020. In the second the two numbers change places. A large store with little influence on the exit delays the outlet as much as a small store with nearly full influence.

## 9. Where the symmetry fails

**Water present at the start.** If the film begins with content $q(x)$, integrating from that start adds $\int q\,h\,dx$ to the right side of (3). The lag is shortened by $\int q\,h\,dx/J$, which contains $h$ without its partner $1-h$. Suppose the whole film starts in equilibrium with 1 Torr. With the hybrid toward the vapour the lag becomes 14 574 s. With it toward the device the lag becomes $-47\,920$ s: the hybrid's initial store of $0.025\times100=2.5$ molecules/nm² leaves almost wholly through the exit, and the late line then meets the axis before $t=0$.

**Irreversible capture.** Let traps of density $N(x)$ bind water permanently without altering $D$ or $S$. The trapped density $n$ adds $\partial n/\partial t$ to the left side of (1) and $n$ to $Sp$ in (3). Once all traps are full, the lag has grown by $\int N\,h\,dx/J$, whatever the capture rate was. For 0.1 traps/nm³ in the hybrid, the growth with the hybrid toward the device is

$$
\frac{0.1\times100\times0.998}{3.984\times10^{-5}}\approx2.505\times10^5\ \text{s},
$$

and the lag becomes 265 986 s. In the other order it is 15 986 s. The steady flux is the same once the traps are full. It is the filling of the traps that breaks the symmetry. While they are far from full, capture is a linear loss $\kappa p$, which only replaces $sS$ by $sS+\kappa$ in the derivation of (6), and the outlet curve is still the same in both orders. This needs the traps to be far from full in both orders. For capture $\partial n/\partial t=k_c\,p\,(N-n)$, a hybrid facing the vapour fills them in a time of about $1/(k_cp_0)$, so for fast capture the symmetric stage ends well before the lag. The time needed to fill them depends on the rate and on the order, since behind the oxide the hybrid sees at most 0.16 Torr. With $\partial n/\partial t=k_c\,p\,(N-n)$ and $k_c=10^{-6}$ per Torr per second, $t-Q_{\rm out}/J$ for the hybrid toward the device is only about $3\times10^4$ s at $t=8\times10^5$ s and $1.4\times10^5$ s at $10^7$ s. In this order the pressure falls linearly from $p_{\rm j}=JR_{\rm hy}$ at the joint to zero at the exit, so the traps next to the exit never quite fill. At late times the empty ones number about $\int_0^1 Nl_{\rm hy}e^{-k_cp_{\rm j}ut}du\approx Nl_{\rm hy}/(k_cp_{\rm j}t)$ per unit area. The value 265 986 s is therefore a limit, approached with a shortfall that falls only as $1/t$; the shortfall is about $1.6\times10^4$ s at $t=10^8$ s for this rate.

**Diffusivity that depends on loading.** Let the hybrid's diffusivity rise as $1+p/p_0$ times its dry value. Numerical integration gives a lag of about 13 430 s with the hybrid toward the vapour and about 15 480 s with it toward the device; the further digit in the output below shifts by 2 to 3 s when the mesh is refined. In the second order the steady pressure at the joint is $JR_{\rm hy}\approx0.16$ Torr, so the diffusivity rises by at most about 0.4 %. In the first, the hybrid ends near full loading. Its resistance is then nearly halved, and the steady flux is $3.992\times10^9$ instead of $3.984\times10^9$ molecules/(cm² s), a rise of 0.2 %.

## 10. Beside real barriers

A flux near $10^{-4}$ g/(m² day) is a plausible rough scale for a single good oxide barrier; an organic light-emitting display may need roughly a hundred times less. Diffusivities and water contents of such films vary widely with growth and humidity, so the 4.30 h is a scale, not a prediction for a given product. The flux here follows from the round values chosen and does not show that diffusion through intact oxide is what limits a real barrier. The model also keeps both layers chemically unchanged by the water and holds the device face at zero pressure. Henry's law is itself doubtful for a hybrid in humid air. Of the departures tried in section 9, with the values chosen there, irreversible capture separates the two lags most once the traps are nearly full: it then raises the lag about seventeenfold in one order and by 3 % in the other. At the slow rate $k_c=10^{-6}$ per Torr per second, it overtakes the separation due to residual water only after 3 to $4\times10^6$ s. If the hybrid captures water irreversibly and the aim is to lessen the total amount that has reached the device by a given late time, these numbers favour placing it behind the oxide. Late here means late enough for the traps to fill, which for slow capture can take far longer than the lag; before that the saving is smaller. It levels off as the traps fill and approaches the limit set by their number.

Rough sizes of some other neglected effects are:

- For an assumed permeability activation energy of 0.6 eV, a 1 K difference between the two measurements changes the flux by 7.4 % at fixed $p_0$. That could be mistaken for an effect of order.
- For 100 oxide defects per cm² of radius 1000 nm, with straight flow through the hybrid beneath or above, the defect flux is about $8\times10^{-4}$ of the intact flux. Spreading of the flow at the edge of each defect adds about 9 % to this. A tighter oxide with the same defects would make this fraction larger.
- A 1 mm stagnant air layer, with diffusivity 0.25 cm²/s, adds about $10^{-9}$ of the film's resistance.
- A closed receiver 1 cm deep reaches about 0.008 Torr after five lags. This is 0.02 % of $p_0$, but a hybrid facing it would hold $0.025\times0.008\times100=0.02$ molecules/nm² in equilibrium with that pressure, equal to about 500 s of steady flux. A lag computed from the water collected at that one time and a separately known steady flux would be too long by this amount, about 3 %. A swept or pumped receiver avoids the error.

The values used here are collected in the numerical output below.

## Values computed for the example and the checks

```
temperature 311 K, vapour pressure 40 Torr
thickness: oxide 25 nm, hybrid 100 nm
diffusivity: oxide 1.0e-16, hybrid 1.0e-14 cm2/s
water content at p0: oxide 0.1, hybrid 1.0 molecules/nm3
S: oxide 0.0025, hybrid 0.0250 molecules/(nm3 Torr)
R: oxide 1e+06, hybrid 4000 Torr nm2 s/molecule
tau = l^2/D: oxide 62500 s, hybrid 10000 s
steady flux 3.984e+09 molecules/(cm2 s)
steady flux 1.03e-04 g/(m2 day), molar mass 18.015 g/mol
lag of oxide alone 10417 s, hybrid alone 1667 s
lag shares in bilayer: oxide 10500 s, hybrid 4987 s
bilayer time lag, formula 15486 s = 4.30 h
[hybrid to vapour]
  simulated flux 3.984e+09 molecules/(cm2 s)
  simulated lag 15490 s
  steady water content 101.05 molecules/nm2
  hybrid: mean exit weight 0.0020, mean filling 0.9980
  simulated flux/steady at 0.5, 1, 2 lags: 0.122, 0.591, 0.953
  lag with residual water at start 14574 s
  lag with irreversible traps 15986 s
  lag if hybrid D doubles with loading 13434 s
  flux in that case 3.992e+09 molecules/(cm2 s)
[hybrid to device]
  simulated flux 3.984e+09 molecules/(cm2 s)
  simulated lag 15490 s
  steady water content 1.45 molecules/nm2
  hybrid: mean exit weight 0.9980, mean filling 0.0020
  simulated flux/steady at 0.5, 1, 2 lags: 0.122, 0.591, 0.953
  lag with residual water at start -47920 s
  lag with irreversible traps 265986 s
  lag if hybrid D doubles with loading 15482 s
  flux in that case 3.984e+09 molecules/(cm2 s)
Laplace flux/steady at 0.5, 1, 2 lags: 0.122, 0.591, 0.953
residual water pressure assumed 1.0 Torr
trap density assumed in hybrid 0.1 molecules/nm3
flux change for 1 K at 0.6 eV: 7.4 %
oxide defects: 100 per cm2, radius 1000 nm
defect flux / intact flux, rough 7.9e-04
air layer 1 mm, diffusivity 0.25 cm2/s
air resistance / film resistance 1.3e-09
closed receiver 1 cm deep, after 5 lags: 0.0079 Torr
```
